Hyperpolarizabilities of an anharmonic oscillator and Miller's rule

Q: A charge on a spring has a dipole proportional to the field. Where would a hyperpolarizability come from?

A: From a spring that is not quite linear. Let a charge q of mass m move along x in the potential

V(x) = k x²/2 + c3 x³/3 + c4 x⁴/4, k = mω0².

A uniform field F adds the energy −qxF, so the field exerts the force +qF. The dipole is p = qx. Its part induced by a static field is written

p = αF + βF²/2 + γF³/6.

The factors 1/2 and 1/6 make α, β and γ the first three derivatives of p at zero field. Numbers below are in Hartree atomic units, where ħ = 1, but ħ stays visible in the formulas because we shall need to follow it.

Q: A cubic potential falls without limit on one side. Is there a stable oscillator at all?

A: The quartic term supplies it. The curvature is

V″(x) = k + 2c3x + 3c4x².

With c4 > 0 this is positive everywhere if the quadratic has no real root, that is, if 4c3² < 12kc4, or c3² < 3kc4. The potential then has a single minimum, at x = 0. My example has m = 1, q = −1, ω0 = 0.5, hence k = 0.25, with c3 = 0.005 and c4 = 0.001. Then c3² = 2.5×10⁻⁵, well below 3kc4 = 7.5×10⁻⁴. These are round model parameters, not those of a particular atom.

Q: Take the classical charge first. How do you get its response without solving a cubic equation?

A: Order by order in the field. At rest the forces balance:

kx + c3x² + c4x³ = qF.

Put x = x1 + x2 + x3 + …, where xn is proportional to Fⁿ. Each power of F must balance separately:

kx1 = qF
kx2 + c3x1² = 0
kx3 + 2c3x1x2 + c4x1³ = 0.

The 2 in the last line comes from the cross term of (x1 + x2)². The solutions are

x1 = qF/k
x2 = −c3q²F²/k³
x3 = (2c3²/k⁵ − c4/k⁴)q³F³.

Multiply by q and compare with the definition of p: qx2 is βF²/2 and qx3 is γF³/6. Therefore

α = q²/k
β = −2c3q³/k³
γ = 6q⁴(2c3²/k⁵ − c4/k⁴).

For the classical charge at rest these are the full Taylor coefficients, with no approximation in c3 or c4.

Q: With an electron and c3 > 0 your β is positive. Is that sign sensible?

A: Yes. A positive c3 makes the spring stiffer at positive x and softer at negative x. A positive field pushes the electron towards negative x, the soft side, so it moves further and the positive dipole is enhanced. Reversing the field pushes it to the stiff side. Reflecting the potential, c3 → −c3, reverses β and leaves γ unchanged, as the formulas show.

Q: Why does c3 enter γ at all, if it is the source of β?

A: It acts twice. The cubic term first produces the displacement x2, and x2 then combines with x1 through the same term. This raises γ. A positive quartic term stiffens the spring on both sides and lowers γ. The two contributions cancel when 2c3² = kc4, which the convexity condition permits. In the example,

α = 1/0.25 = 4.00
β = 2(0.005)/0.25³ = 0.640
γ = 12(0.005)²/0.25⁵ − 6(0.001)/0.25⁴ = 0.307 − 1.536 = −1.229.

In SI units β = 2.05×10⁻⁵³ C³ m³ J⁻² and γ = −7.66×10⁻⁶⁵ C⁴ m⁴ J⁻³. At F = 0.05 the three dipole terms are 0.2000000, 0.0008000 and −0.0000256. Their sum is 0.2007744, and solving the force balance numerically gives 0.2007738. The difference, 6×10⁻⁷, belongs to the powers F⁴ and higher.

Q: A quantum particle has no position to balance forces at. It samples the potential over a whole wave packet. Why should any of this survive?

A: Let us see what the spread does. Write the position operator as x = X + y, where X = ⟨x⟩ and ⟨y⟩ = 0. The mean obeys Ehrenfest's theorem, m d²X/dt² = −⟨V′(x)⟩ + qF. Since

⟨x²⟩ = X² + ⟨y²⟩
⟨x³⟩ = X³ + 3X⟨y²⟩ + ⟨y³⟩,

we get

mX″ + kX + c3(X² + ⟨y²⟩) + c4(X³ + 3X⟨y²⟩ + ⟨y³⟩) = qF.

Primes on X and y denote time derivatives. Without the averages over y this is Newton's equation.

Q: But the averages are there, and the field may change them.

A: That is the point to check. Subtracting the mean equation from the operator equation gives

my″ + ky + c3(2Xy + y² − ⟨y²⟩) + c4(3X²y + 3X(y² − ⟨y²⟩) + y³ − ⟨y³⟩) = 0.

Count c3 as a small quantity of order ε and c4 as order ε², because γ contains c3² and c4 side by side. At order zero, my″ + ky = 0: the field has dropped out. A uniform force displaces a harmonic packet without changing its shape. If the oscillator started in level n, then

⟨y²⟩ = (n + 1/2)ħ/(mω0), ⟨y³⟩ = 0.

Now look at the extra terms in the mean equation through order ε²:

- c3⟨y²⟩ with the unperturbed spread is a constant force, of order F⁰. It shifts X by a constant X0. Through 2c3X0X1, with X1 the linear response, this shift affects the term in F¹.
- The first change of ⟨y²⟩ comes from the c3 term in the equation for y. The part 2c3Xy changes it by an amount linear in X, hence in F. The part with y² would need an average of three y's, which vanishes by parity. So this change also gives F¹.
- 3c4X⟨y²⟩ is linear in F, and c4⟨y³⟩ vanishes at this order.

Nothing quantum appears in F² or F³. Hence β at order c3, and γ at orders c3² and c4, are the classical expressions, whatever the level n.

Q: That is a list of terms. Is there a reason behind it?

A: A change of scale shows it. Let ξ = εx, c3 = εĉ3 and c4 = ε²ĉ4, with ĉ3 and ĉ4 fixed. Multiplying the equation of motion by ε gives

mξ″ + kξ + ĉ3ξ² + ĉ4ξ³ = εqF.

The momentum belonging to ξ is mξ′ = εp_x, where p_x is the momentum belonging to x. The commutator becomes

[ξ, mξ′] = ε²[x, p_x] = i(ε²ħ).

So weak anharmonicity is equivalent to fixed anharmonicity with a small Planck constant ε²ħ. The Fⁿ term of ⟨x⟩ = ⟨ξ⟩/ε carries a factor εⁿ⁻¹ times a classical coefficient, and its quantum corrections are smaller by ε². This assumes a perturbation expansion in the small Planck constant, at fixed n.

Q: Then quantum and classical results do differ. By how much?

A: For β the first correction can be found from the energy. In a static field let x̄ be the classical equilibrium position. The potential near x̄ is harmonic with curvature V″(x̄), so

E(F) = V(x̄) − qFx̄ + (n + 1/2)ħ√(V″(x̄)/m) + terms of order ħ².

The remaining cubic and quartic terms in the displacement y from x̄ contribute at order ħ² because y is of size √ħ: the quartic term gives ħ² directly. The cubic term vanishes at first order by parity, and at second order gives ħ³ divided by an energy gap of order ħ.

Write f = qF and V″(x̄) = k(1 + u), with u = u1f + u2f² + u3f³ + …. Inserting x̄ = x1 + x2 + x3 into u = (2c3x̄ + 3c4x̄²)/k gives

u1 = 2c3/k²
u2 = −2c3²/k⁴ + 3c4/k³
u3 = (4c3³/k⁶ − 2c3c4/k⁵) − 6c3c4/k⁵ = 4c3³/k⁶ − 8c3c4/k⁵.

From √(1 + u) = 1 + u/2 − u²/8 + u³/16 − …, the coefficient of f³ is

u3/2 − u1u2/4 + u1³/16
= (2 + 1 + 1/2)c3³/k⁶ − (4 + 3/2)c3c4/k⁵
= (7/2)c3³/k⁶ − (11/2)c3c4/k⁵.

Since p = −dE/dF, the F³ term of the energy is −βF³/6. Thus

δβ = −6q³(n + 1/2)ħω0[(7/2)c3³/k⁶ − (11/2)c3c4/k⁵].

Dividing by β = −2c3q³/k³,

δβ/β = (2n + 1)(3ħω0/4)(7c3²/k³ − 11c4/k²).

The first correction is therefore small when (2n + 1)ħω0c3²/k³ and (2n + 1)ħω0c4/k² are small. Higher levels spread further and feel the anharmonicity more.

Q: What does a real diagonalization say?

A: For the ground state the formula predicts

δβ/β = 0.375(0.0112 − 0.1760) = −0.0618.

Diagonalizing the Hamiltonian in static fields gives α = 3.957, β = 0.602 and γ = −1.176. The ratio of quantum to classical β is 0.941, against 0.938 from the first correction. For γ the ratio is 0.957. Reducing the anharmonicity, c3 → εc3 and c4 → ε²c4, gives:

ε = 1/2: β ratio 0.98473, γ ratio 0.98907
ε = 1/4: β ratio 0.99615, γ ratio 0.99726
ε = 1/8: β ratio 0.99904, γ ratio 0.99931.

Each halving of ε reduces the deviation from 1 by a factor of about four. The numerical ε² coefficient for β is −0.0618 in the ground state and −0.1854 in the first excited level, three times larger, as the factor 2n + 1 requires. The approach to the classical β and γ was tested for both levels.

Q: Optical fields oscillate. Do the static formulas still help?

A: Their structure does. Neglect damping and stay away from resonances. For a drive qF1 cos ω1t, the linear equation mx″ + kx = qF1 cos ω1t has the steady solution

x = G(ω1)qF1 cos ω1t, G(ω) = 1/[m(ω0² − ω²)],

so α(ω) = q²G(ω). With two drives the second-order equation is

mx2″ + kx2 = −c3x1².

The cross term in x1² is 2G(ω1)G(ω2)q²F1F2 cos ω1t cos ω2t. The product of cosines contains (1/2)cos ωσt, with ωσ = ω1 + ω2. The response at that frequency is

x2 = −c3G(ωσ)G(ω1)G(ω2)q²F1F2 cos ωσt.

The same bookkeeping applied to βF²/2 defines the dynamic β: the dipole at ωσ is (1/2)βF1F2 cos ωσt. Hence

β(−ωσ;ω1,ω2) = −2c3q³G(ωσ)G(ω1)G(ω2).

At zero frequency G = 1/k and the static result returns. For frequency doubling, ω1 = ω2 = ω, expand G(ω) ≈ (1 + ω²/ω0²)/k. The two input factors contribute 1 + 1 and the output factor 4:

β(−2ω;ω,ω) ≈ β(1 + 6ω²/ω0²).

At ω = 0.05 this gives 0.640 × 1.06 = 0.678, close to the unexpanded 0.680.

Q: And γ?

A: Use three drives and collect the response at ωσ = ω1 + ω2 + ω3 from

mx3″ + kx3 = −2c3x1x2 − c4x1³.

In x1³ the product of all three drives occurs 6 times, and the three cosines contribute 1/4 at ωσ. Writing A = G(ω1)G(ω2)G(ω3)q³F1F2F3, the quartic force is −(3/2)c4A cos ωσt. For the cubic force, x2 at ω1 + ω2 multiplies x1 at ω3. The cosines give 1/2, so the force is

(−2c3)(−c3)(1/2)G(ω1+ω2)A cos ωσt = c3²G(ω1+ω2)A cos ωσt.

The other two pairs add likewise. By the definition from γF³/6, the dipole amplitude is (1/4)γF1F2F3. Multiplying the total force by qG(ωσ) and solving for γ,

γ = 6q⁴G(ωσ)G(ω1)G(ω2)G(ω3){−c4 + (2c3²/3)[G(ω1+ω2) + G(ω1+ω3) + G(ω2+ω3)]}.

For static fields the square bracket is 3/k, which restores the earlier γ.

These formulas were tested against periodic solutions of Newton's equation with drives at 0.036, 0.090 and 0.198. The formula for β at the sum of the first two gives 0.70996, and Newton's equation 0.70995. For γ at the sum of all three the values are −2.4262 and −2.4261.

Q: Does the quantum argument cover oscillating fields too?

A: Yes, with one more frequency to avoid. The equations for X and y were written for a time-dependent F, and the counting of powers did not assume rest. It did assume that the change of ⟨y²⟩ stays small. The spread ⟨y²⟩ has its own oscillation at 2ω0, and the term 2c3Xy drives it. The counting therefore fails when a drive frequency, or a sum of drive frequencies, lies very close to 2ω0, although every G may be finite there. For the ground state this is the overtone transition from level 0 to level 2. With drives at 0.3 and 0.7 the ratio of quantum to classical β tends to about 0.68, not 1, as ε shrinks, while with drives at 0.3 and 0.6 it tends to 1. Away from such overtones the leading quantum response is again classical. For the ground state this was tested at ω = 0.1 by solving the time-dependent Schrödinger equation to second and third order in the field.

Q: Where is Miller's rule in all this?

A: Each factor G in β also appears in a linear polarizability. Dividing them out gives

β(−ωσ;ω1,ω2)/[α(ωσ)α(ω1)α(ω2)] = −2c3q³/q⁶ = −2c3/q³.

The frequencies have disappeared. A linear measurement of α(ω) and one value of β then fix β at other frequencies, within this single-oscillator model and at leading order.

Q: With a leading-order formula that is just cancellation. Does the full quantum oscillator obey it?

A: For the ground state with the weakly anharmonic parameters of the example it is a good approximation, away from the overtone near 2ω0. For frequency doubling at full anharmonicity:

ω = 0.05: β = 0.640, ratio 0.00972
ω = 0.10: β = 0.775, ratio 0.00971
ω = 0.15: β = 1.126, ratio 0.00971
ω = 0.20: β = 2.315, ratio 0.00970.

While β grows by a factor of 3.6, the ratio varies by 0.14 per cent. Its value lies about 3 per cent below the leading-order 0.01000.

Q: Yet β itself was off by 6 per cent. Why is the ratio better?

A: In the static case we can do the accounting. Quantum corrections lower α from 4.000 to 3.957, about 1.1 per cent, so α³ falls by about 3.2 per cent. This offsets roughly half of the 5.9 per cent fall in β, leaving a ratio about 2.8 per cent low. The offset depends on the parameters. The f² coefficient of √(1 + u) is u2/2 − u1²/8 = (3/2)(c4/k³ − c3²/k⁴), and the F² term of the energy is −αF²/2, so δα/α = (2n + 1)(3ħω0/2)(c3²/k³ − c4/k²). The first correction to the ratio is δβ/β − 3δα/α = (2n + 1)(3ħω0/4)(c3²/k³ − 5c4/k²), which is 0.375(0.0016 − 0.0800) = −0.029 here. For kc4 < c3² < 2kc4, which convexity permits, it is larger in magnitude than δβ/β, and the ratio is then worse than β.

Q: Is there a Miller's rule for γ?

A: The same division gives

γ/[α(ωσ)α(ω1)α(ω2)α(ω3)] = (6/q⁴){−c4 + (2c3²/3)[sum of the three pair G's]}.

The pair frequencies remain, so this ratio is constant if c3 = 0 but generally not otherwise. In the example its static value is

6[−0.001 + 2(0.005)²(4)] = −0.00480.

For third-harmonic generation at ω = 0.15 each pair has frequency 0.30, so G = 1/(0.25 − 0.09) = 6.25 and

6[−0.001 + 2(0.005)²(6.25)] = −0.00413.

The magnitude has dropped by 14 per cent. The full quantum ratio there is −0.00417. With c3 = 0 the leading-order ratio is −0.00600 at both frequencies.

Q: Miller's rule is used for crystals, with susceptibilities. How do you get from one oscillator to a material?

A: The simplest case is a dilute medium with N identical, equally oriented oscillators per volume, each feeling the applied field alone. With P = Np = ε0(χ1F + χ2F²),

χ1 = Nα/ε0, χ2 = Nβ/(2ε0).

The 1/2 comes from the definition of β. Taking each χ1 at its own frequency,

χ2/(χ1χ1χ1) = (Nβ/2ε0)ε0³/(N³ααα) = −ε0²c3/(N²q³).

For N = 0.001 bohr⁻³ and ε0 = 1/(4π), the static leading-order values are χ1 = 0.0503 and χ2 = 0.00402. The ratio is 31.7 atomic units, or 6.16×10⁻¹¹ m/V.

Q: That explains constancy in frequency. Why should different materials have similar ratios?

A: Here we have an estimate, not a theorem. Suppose the quadratic force becomes as large as the linear one at a displacement d comparable to the spacing of the oscillators. Then |c3|d² ~ kd, so |c3| ~ k/d, while N ~ 1/d³. The magnitude of the ratio becomes

ε0²(k/d)d⁶/|q|³ = ε0²kd⁵/|q|³.

Solids with similar oscillator charge, stiffness and spacing should have similar ratios. The fifth power of d shows how restrictive "similar" is. The estimate also fails for a potential with inversion symmetry, where c3 = 0 and β vanishes. My example does not follow it closely either: k/c3 is 50 bohr, while the spacing N^(−1/3) is 10 bohr, so its cubic term is weaker than the estimate assumes.

Q: And what would break the frequency rule itself?

A: Things outside the derivation. Near a resonance the undamped G diverges and the expansion in the field fails. The quantum oscillator also has overtone resonances that no G contains. In the example the transition from level 0 to level 2 lies at 1.008. With ω1 = 0.3 the quantum ratio β/(ααα) is 0.0095 at ωσ = 0.90, 0.0088 at 0.98, 0.0066 at 1.00 and 0.0156 at 1.012. If several different oscillators contribute, β is a sum of triple products while each α is a separate sum, and the factors need not cancel. In a dense solid the field at each oscillator includes that of its neighbours, which the dilute formula omits, but this need not break the rule. If the local field is F + sP/ε0 with a constant s, the linear response gives a local field L(ω)F with L = 1/(1 − sNα/ε0), so χ1 = NαL/ε0. At second order each input field carries its own L, and the polarization at ωσ acts back on the oscillators and supplies L(ωσ), so χ2 is multiplied by L(ωσ)L(ω1)L(ω2). These factors cancel in χ2/(χ1χ1χ1).

Numbers as computed

```
m = 1.0, q = -1.0, w0 = 0.5, k = 0.25 a.u.
c3 = 0.005, c4 = 0.001 a.u.
alpha = 4.0000 a.u.
beta  = 0.6400 a.u. = 2.0521e-53 C^3 m^3 J^-2 (SI)
gamma = -1.2288 a.u. = -7.6620e-65 C^4 m^4 J^-3 (SI)
gamma parts: cubic 0.3072, quartic -1.5360 a.u.
field F = 0.05 a.u.; dipole terms in a.u.:
  linear 0.2000000, quadratic 0.0008000, cubic -0.0000256
  sum 0.2007744, force balance 0.2007738
quantum static alpha, beta, gamma = 3.9575, 0.6023, -1.1759 a.u.
eps; quantum/classical ratio of beta; of gamma (ground state)
  1.000  0.94102  0.95693
  0.500  0.98473  0.98907
  0.250  0.99615  0.99726
  0.125  0.99904  0.99931
eps^2 coefficient of beta ratio, n=0: formula -0.06180, numerical -0.06180
eps^2 coefficient of beta ratio, n=1: formula -0.18540, numerical -0.18540
three drives: w = 0.036, 0.090, 0.198 a.u., each of amplitude 0.003 a.u.
  beta(w1+w2): formula 0.70996, Newton 0.70995 a.u.
  gamma(w1+w2+w3): formula -2.42615, Newton -2.42607 a.u.
Miller ratio -2 c3/q^3 = 0.01000 a.u.
w; beta(-2w;w,w) leading order; quantum; quantum Miller ratio (a.u.)
  0.05  0.6802  0.6396  0.009716
  0.10  0.8267  0.7755  0.009714
  0.15  1.2076  1.1265  0.009710
  0.20  2.5195  2.3147  0.009703
largest/smallest: quantum beta 3.619, quantum Miller ratio 1.0014
third-harmonic ratio gamma/(alpha(3w) alpha(w)^3) in a.u.:
  leading order, w = 0: -0.004800; w = 0.15: -0.004125
  quantum, w = 0.15: -0.004173
  leading order with c3 = 0, w = 0: -0.006000; w = 0.15: -0.006000
dilute medium, N = 0.001 bohr^-3: chi1 = 0.05027, chi2 = 0.00402 a.u.
  chi2/chi1^3 = 31.6629 a.u. = 6.1574e-11 m/V (SI)
```
